# Dimensional scaling of charge sloshing in bulk, sheet and wire metals, part 1

(Sections cited here and not found follow in the second part.)

## Charge sloshing and the dimension of the metal

A self-consistent calculation on a metal has converged in a cell of length $L$, and the cell is to be doubled. One must decide how far to lower the mixing parameter and whether long-wavelength density changes need preconditioning. Both choices hang on the largest eigenvalue $\lambda_{\max}$ of the dielectric operator. For free-electron metals at the Hartree level it grows as $L^2$ in the bulk, as $L$ in an isolated sheet and as $\ln L$ in an isolated wire. Two conditions are attached: periodic images at a fixed distance restore $L^2$ for sheet and wire, and the wire has a competing mode at $2k_F$.

### Linear mixing and the dielectric operator

Hartree atomic units are used, and electrons are spin-paired. An input density gives a potential, whose Fermi-occupied states give $n_{\rm out}$ with the same electron number. Near the fixed point $n^*$, an input error $e=n_{\rm in}-n^*$ changes the potential by $ve$, with $v$ the Coulomb kernel, and the output by $\chi_0ve$, with $\chi_0$ the independent-particle response. The residual is
$$n_{\rm out}-n_{\rm in}=-\epsilon\,e,\qquad \epsilon=1-\chi_0v. \tag{1}$$
Linear mixing adds $\alpha$ times the residual to $n_{\rm in}$, so
$$e_{j+1}=(1-\alpha\epsilon)\,e_j. \tag{2}$$
The error carries no net charge, and on neutral densities $v$ is positive. Then $v^{1/2}\epsilon v^{-1/2}=1+v^{1/2}(-\chi_0)v^{1/2}$ is symmetric, and since $-\chi_0\ge0$ (shown below (6)) the eigenvalues are real with $\lambda\ge1$. By (2) a mode shrinks if $|1-\alpha\lambda|<1$, which requires $\alpha<\alpha_c=2/\lambda_{\max}$. Above $\alpha_c$ the factor $1-\alpha\lambda_{\max}$ is below $-1$: the mode grows and changes sign at each step, which is sloshing. The worst factor is smallest when $1-\alpha\lambda_{\min}=\alpha\lambda_{\max}-1$. Short wavelengths are not screened, so we set $\lambda_{\min}=1$:
$$\alpha_{\rm opt}=\frac{2}{\lambda_{\max}+1},\quad r=\frac{\lambda_{\max}-1}{\lambda_{\max}+1},\quad N_{\rm it}=\frac{\ln10^{6}}{\ln(1/r)}\approx\frac{\lambda_{\max}}{2}\ln10^{6}. \tag{3}$$
$N_{\rm it}$ counts the steps that reduce the slowest mode by $10^{-6}$; the last form uses $\ln(1/r)\approx2/\lambda_{\max}$ for large $\lambda_{\max}$.

### The model

The metal is jellium, extended in $d=3,2,1$ directions with period $L$. The $k$-point sampling is converged, so $\chi_0$ is that of the infinite system, while density errors have wave vectors $\mathbf q=2\pi\mathbf m/L\neq0$ with integer components. In the $3-d$ confined directions $\boldsymbol\rho$ the self-consistent potential is taken as harmonic with spacing $\omega>E_F$, so that one subband $\phi_0$ is occupied; $\phi_0^2$ is a normalised Gaussian of variance $\sigma^2=1/(2\omega)$ per direction. Transitions to higher subbands are dropped for now. Then $\chi_0(q;\boldsymbol\rho,\boldsymbol\rho')=\phi_0^2(\boldsymbol\rho)\chi_d(q)\phi_0^2(\boldsymbol\rho')$. Acting on $\phi_0^2e^{i\mathbf q\cdot\mathbf r}$, the product $\chi_0v$ returns the same function, and
$$\lambda(q)=1-\chi_d(q)\,v_d(q), \tag{4}$$
where $v_d$ is the Coulomb kernel averaged over $\phi_0^2$ at both ends. Since $\chi_0v$ has rank one in $\boldsymbol\rho$, the other eigenvalues at that $\mathbf q$ equal 1.

### The Coulomb factor

Poisson's equation gives $4\pi/(q^2+k^2)$ for wave vector $\mathbf q$ along the metal and $\mathbf k$ across it. The transform of $\phi_0^2$ is $e^{-k^2\sigma^2/2}$, and it enters twice:
$$v_d(q)=\int\!\frac{d^{3-d}k}{(2\pi)^{3-d}}\,\frac{4\pi\,e^{-k^2\sigma^2}}{q^2+k^2}. \tag{5}$$
The substitution $k=q\kappa$ extracts $q^{(3-d)-2}=q^{1-d}$. For $d=2$ the remaining integral converges at $\sigma=0$, so $v_2\propto1/q$. For $d=1$ the power is zero, and the integral $\int\kappa\,d\kappa/(1+\kappa^2)$ diverges logarithmically until the Gaussian cuts it at $\kappa\sim1/(q\sigma)$. A charge wave in an object with fewer extended directions spreads its field into more empty directions, so its cost grows more slowly with wavelength.

For $d=3$ there is no integral: $v_3=4\pi/q^2$. For $d=2$, write $1/(q^2+k^2)=\int_0^\infty ds\,e^{-s(q^2+k^2)}$ and do the Gaussian $k$ integral, which gives $v_2=2\sqrt\pi\int_0^\infty ds\,e^{-sq^2}/\sqrt{\sigma^2+s}$. With $t^2=q^2(\sigma^2+s)$, $ds=2t\,dt/q^2$, this is $(4\sqrt\pi/q)e^{q^2\sigma^2}\int_{q\sigma}^\infty e^{-t^2}dt$. For $d=1$, $d^2k=\pi\,du$ with $u=k^2$ gives $v_1=\int_0^\infty du\,e^{-u\sigma^2}/(q^2+u)$, and $y=\sigma^2(q^2+u)$ yields the exponential integral:
$$v_3=\frac{4\pi}{q^2},\quad v_2=\frac{2\pi}{q}e^{q^2\sigma^2}\operatorname{erfc}(q\sigma),\quad v_1=e^{q^2\sigma^2}E_1(q^2\sigma^2). \tag{5a}$$
By (5) each $v_d$ decreases with $q$.

### The response factor

First-order perturbation theory for plane waves with $\varepsilon_k=k^2/2$ gives (at $q\ne0$ the chemical potential of the uniform gas does not shift in first order)
$$\chi_d(q)=2\!\int\!\frac{d^dk}{(2\pi)^d}\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q}}=-4\,\mathrm P\!\int\!\frac{d^dk}{(2\pi)^d}\frac{f_{\mathbf k}}{q^2/2+\mathbf k\cdot\mathbf q}. \tag{6}$$
The second form follows by renaming $\mathbf k+\mathbf q\to-\mathbf k$ in the term with $f_{\mathbf k+\mathbf q}$, which makes it equal to the other term. The first form is negative because $f$ decreases with energy. As $q\to0$ its integrand tends to $\partial f/\partial\varepsilon=-\partial f/\partial\mu$, so
$$-\chi_d(q\to0)=D_d\equiv\partial n_d/\partial\mu. \tag{7}$$
A metal has $D_d>0$; this finite limit lets the growth of $v_d$ pass into $\lambda$.

Take a sharp Fermi surface of radius $k'$ and $x=q/2k'$. In one dimension (6) is elementary:
$$\chi_1=-\frac{2}{\pi q}\ln\left|\frac{1+x}{1-x}\right|=-\frac{2}{\pi k'}\Big(1+\frac{x^2}{3}+\dots\Big). \tag{8}$$
In two dimensions put $\Delta=q^2/2$. With $t=\tan(\theta/2)$ the angular integral of $1/(\Delta+kq\cos\theta)$ becomes $\int_{-\infty}^{\infty}2\,dt/[(\Delta+kq)+(\Delta-kq)t^2]$. This is $2\pi/\sqrt{\Delta^2-k^2q^2}$ for $\Delta>kq$; for $\Delta<kq$ the antiderivative is a logarithm $\ln|(A+Bt)/(A-Bt)|$ that vanishes at both ends, so the principal value is zero. Integrating $k\,dk$,
$$\chi_2=-\frac{2}{\pi q^2}\Big[\Delta-\operatorname{Re}\sqrt{\Delta^2-k'^2q^2}\Big]=-\frac1\pi\Big[1-\operatorname{Re}\sqrt{1-x^{-2}}\Big]. \tag{9}$$
In three dimensions each transverse momentum $p$ gives a one-dimensional gas of radius $\kappa=\sqrt{k'^2-p^2}$, with $d^2p/(2\pi)^2\to\kappa\,d\kappa/2\pi$, so $\chi_3=-(\pi^2q)^{-1}\int_0^{k'}\kappa\ln|(q+2\kappa)/(q-2\kappa)|\,d\kappa$. Integrate by parts with $(\kappa^2-q^2/4)/2$ as antiderivative of $\kappa$; the logarithm has derivative $-q/(\kappa^2-q^2/4)$, so the remaining integral is $+qk'/2$, and
$$\chi_3=-\frac{k'}{\pi^2}\Big[\frac12+\frac{1-x^2}{4x}\ln\Big|\frac{1+x}{1-x}\Big|\Big]. \tag{10}$$
Expanding the logarithm, the bracket is $1-\sum_{j\ge1}x^{2j}/(4j^2-1)$ for $x<1$ and $\sum_{j\ge1}x^{-2j}/(4j^2-1)$ for $x>1$; both decrease with $x$.

At temperature $T$ the Fermi function is an average of steps, $f(\varepsilon)=\int d\mu'\,W(\mu'-\mu)\,\theta(\mu'-\varepsilon)$ with $W=[4T\cosh^2((\mu'-\mu)/2T)]^{-1}$. Since (6) is linear in $f$, $\chi_d$ is the average $\langle\cdot\rangle$ of (8)–(10) over $\mu'=k'^2/2>0$ with this positive weight, and $D_3=\langle k'\rangle/\pi^2$, $D_2=\langle1\rangle/\pi$, $D_1=(2/\pi)\langle1/k'\rangle$.

### The three laws

For $d=2,3$, $|\chi_d|$ does not increase with $q$ and $v_d$ decreases, so $\lambda_{\max}$ lies at the smallest wave vector $q_1=2\pi/L$. The small-$x$ expansions fail for $k'\lesssim q$, a region of weight of order $e^{-\mu/T}$; the remainders below hold up to that, so $T\ll\mu$ is assumed.

Bulk. From (10), $-\chi_3=D_3-q^2\langle1/k'\rangle/(12\pi^2)+O(q^4)$, because $(k'/\pi^2)(x^2/3)=q^2/(12\pi^2k')$. Multiplying by $4\pi/q^2=L^2/\pi$,
$$\lambda_3=\frac{D_3L^2}{\pi}+1-\frac{\langle1/k'\rangle}{3\pi}+O(L^{-2}). \tag{11}$$
The leading term is $k_{TF}^2/q_1^2$ with $k_{TF}^2=4\pi D_3$.

Sheet. By (9), $-\chi_2=D_2$ for $q<2k'$. With $e^{y^2}\operatorname{erfc}y=1-2y/\sqrt\pi+y^2-\dots$ and $2\pi/q_1=L$,
$$\lambda_2=D_2L+1-4\sqrt\pi\,\sigma D_2+2\pi D_2\,q_1\sigma^2+O(L^{-2}). \tag{12}$$
As long as only one subband is occupied, the slope does not depend on the thickness, nor, at $T=0$ where $D_2=1/\pi$, on the density.

Wire. With $E_1(y)=-\gamma-\ln y+y-\dots$ and (8),
$$\lambda_1=1+D_1\Big[2\ln\frac{L}{2\pi\sigma}-\gamma\Big]+O(L^{-2}\ln L). \tag{13}$$
Here $|\chi_1|$ rises with $q$ below $2k_F$, so the position of the maximum needs an argument. At small $q$, $d\ln v_1/d\ln q\approx-2/v_1$ and $d\ln|\chi_1|/d\ln q\approx2x^2/3$, so the product falls with $q$ while $x^2v_1<3$, which holds below some fixed $q_0$. Above $q_0$, at $T>0$, the product is bounded independently of $L$. Hence (13) is $\lambda_{\max}$ for large enough $L$.

On doubling $L$, then, $\alpha_c$ falls by a factor near 4 in the bulk and near 2 in the sheet, while in the wire $\lambda_{\max}$ gains the constant $2D_1\ln2$. Dividing the residual component in (4) by $1+D_dv_d(q)$ gives an effective eigenvalue that tends to 1 as $q\to0$ by (7); for $d=3$ this is Kerker's factor $q^2/(q^2+k_{TF}^2)$. In the sheet and the wire the division must act on the mode $\phi_0^2e^{i\mathbf q\cdot\mathbf r}$ alone: applied to the whole residual at $\mathbf q$, it would lower the other eigenvalues from 1 to $1/(1+D_dv_d)$ and leave the ratio of largest to smallest eigenvalue at that $\mathbf q$ unchanged. The ratio over the whole spectrum then cannot fall below $\lambda(q_1)$, and in the wire of the worked example below it rises, from 5.7 to 8.1 at $L=50$ bohr.

### The $2k_F$ mode of the wire

At $T=0$, (8) diverges at $q=2k_F$, the Peierls singularity, and (13) is not the largest eigenvalue if a cell wave vector falls there. Set $\mu=E_F=k_F^2/2$, $q=2k_F$, $\mu'=\mu+T\xi$. The argument of the logarithm is $(k_F+k')^2/|k_F^2-k'^2|\approx4k_F^2/(2T|\xi|)=4E_F/(T|\xi|)$ for $T\ll E_F$. The average of $\ln|\xi|$ follows from $\langle|\xi|^s\rangle=2s\int_0^\infty\xi^{s-1}d\xi/(e^\xi+1)=2\Gamma(s+1)\eta(s)$, obtained by parts, with $\eta$ the Dirichlet eta function. Its derivative at $s=0$, with $\eta(0)=\frac12$, $\eta'(0)=\frac12\ln(\pi/2)$, $\Gamma'(1)=-\gamma$, is $\ln(\pi/2)-\gamma$. Therefore
$$\chi_1(2k_F)\approx-\frac{1}{\pi k_F}\ln\frac{8e^\gamma E_F}{\pi T}, \tag{14}$$
which does not contain $L$. Equating $1-\chi_1v_1$ at $2k_F$ to $\lambda_1(q_1)$ defines a crossover
$$T^*=\frac{8e^\gamma E_F}{\pi}\exp\Big[-\frac{\pi k_F(\lambda_1-1)}{v_1(2k_F)}\Big]\propto L^{-4/v_1(2k_F)}, \tag{15}$$
where the power uses (13) with $D_1=2/\pi k_F$. Above $T^*$ the long wave exceeds the $2k_F$ mode.

Without smearing or $k$-points the level spacing cuts the singularity if the shell is closed. If the top pair $\pm k_j$ is only half filled, a perturbation at $2k_j$ mixes degenerate states of different occupation and the linear response diverges; that case is excluded below. A ring with $k_j=2\pi j/L$ and $|j|\le M$ doubly filled has $n=2(2M+1)/L=2k_F/\pi$, so $k_F=\pi(2M+1)/L$. Replacing $\int dk/2\pi$ by $L^{-1}\sum_j$ in (6), at $q=2\pi m/L$,
$$\chi=-\frac{L}{\pi^2m}\sum_{j=-M}^{M}\frac{1}{j+m/2}. \tag{16}$$
For even $m\le2M$ the term $j=-m/2$ couples two degenerate states that are both occupied; mixing them leaves the density unchanged, so this term is left out of the sum. The other terms $j$ and $-m-j$ cancel when both are occupied. For $m=1$ the term $j=M$ survives, and $\chi=-(L/\pi^2)\,2/(2M+1)=-2/(\pi k_F)$, the continuum value of $-D_1$. For $m=2M+1$, which is $q=2k_F$, the sum is $\sum_{i=0}^{2M}(i+\frac12)^{-1}=\psi(2M+\frac32)-\psi(\frac12)$. With $\psi(\frac12)=-\gamma-2\ln2$ and $\psi(2M+\frac32)\approx\ln(2M+1)$,
$$\chi(2k_F)\approx-\frac{1}{\pi k_F}\Big[\ln\frac{k_FL}{\pi}+\gamma+2\ln2\Big]. \tag{17}$$
Both modes grow as $\ln L$, with slopes $4/(\pi k_F)$ and $v_1(2k_F)/(\pi k_F)$; the long wave is steeper if $v_1(2k_F)<4$. In the closed shell no other mode grows faster than $\ln L$. For $q<k_F$ the $m$ surviving terms are each at most $1/(M+1-m/2)$, so $\chi$ is bounded and $v_1=O(\ln L)$. For $q>k_F$, $v_1$ and the prefactor are bounded, and the sum, with unit-spaced denominators of at least $\frac12$, is $O(\ln L)$.

With one subband and the Hartree kernel, the largest dielectric eigenvalue grows as $L^2$ in the bulk, as $L$ in the isolated sheet and as $\ln L$ in the isolated wire, where a mode at $2k_F$ can compete at low temperature. It remains to examine higher subbands, a local exchange-correlation kernel and periodic images, and to check the laws numerically.
